# How Many Clean Writes Demonstrate an Error Probability Below 1e-9?

**Question.** A magnetic memory cell is written by a current pulse, and now and then the pulse leaves the magnetization in the wrong state. The write-error probability is to be shown to lie below $10^{-9}$ with 95 percent confidence, by a test in which no failure is seen. How many independent write attempts does this take, and how does the number change with the error limit, the confidence and the number of failures allowed?

**Answer.** About three billion. The number grows in inverse proportion to the error limit, but only logarithmically as the allowed risk of a false claim is reduced. It follows from the probability of a long run without failures, once the meaning of "95 percent confidence" has been fixed.

### What the test claims

One trial consists of setting the cell to the state opposite to the target, applying the write pulse, and reading the result. The reset matters: a cell that already holds the target state could pass without having switched. Thermal fluctuations make the outcome random, even when all pulses are alike. Let $p$ be the probability that a trial ends in a write failure. It belongs to one set of conditions, such as pulse height, pulse length and temperature. I assume at first that $p$ is the same in every trial, that the trials are independent, and that both the reset and the reading are free of error.

Let $p_0$ be the error limit to be demonstrated. The test has a simple rule, fixed before it starts: make $N$ trials, and claim $p<p_0$ if none of them fails. The claim is false if in fact $p\ge p_0$. Confidence $1-\alpha$ means that, for every $p\ge p_0$, the rule leads to this false claim with probability at most $\alpha$. Here $p_0=10^{-9}$ and $\alpha=0.05$.

This is a property of the procedure, not the probability that a particular device which has passed is good. Suppose that every device from some production line has $p=2p_0$. A few will pass by luck, and every claim made about them will be false. What the test guarantees is that such passes are rare. To find the probability that a passed device is good, one would also need to know how $p$ was distributed among the devices before the test.

### The probability of a clean run

A trial succeeds with probability $1-p$. For independent trials the probabilities multiply, so

$$
P_0(p)=(1-p)^N
$$

is the probability of no failure in $N$ trials. Its derivative,

$$
\frac{dP_0}{dp}=-N(1-p)^{N-1},
$$

is negative for $0\le p<1$. A worse device is less likely to give a clean run. Among all devices with $p\ge p_0$, the one most likely to pass is therefore the one at the limit, $p=p_0$. If the false-claim probability is at most $\alpha$ there, it is at most $\alpha$ for all the others. The whole requirement reduces to

$$
(1-p_0)^N\le\alpha .
$$

The logarithm is an increasing function, so taking it on both sides keeps the direction of the inequality:

$$
N\ln(1-p_0)\le\ln\alpha .
$$

Since $1-p_0<1$, the factor $\ln(1-p_0)$ is negative, and division by it reverses the inequality:

$$
N\ge N_*,\qquad N_*=\frac{\ln\alpha}{\ln(1-p_0)} .
$$

Numerator and denominator are both negative, so $N_*$ is positive. The smallest permitted number of trials is $N_*$ rounded up to a whole number.

### The size of the number

Define $L=\ln(1/\alpha)=-\ln\alpha$, so that $N_*=L/[-\ln(1-p_0)]$. For small $p_0$ the denominator is nearly $p_0$. To see how nearly, write it as an integral:

$$
-\ln(1-p_0)=\int_0^{p_0}\frac{dt}{1-t}.
$$

Over the range of integration the integrand lies between $1$ and $1/(1-p_0)$. Hence

$$
p_0\le-\ln(1-p_0)\le\frac{p_0}{1-p_0}.
$$

Taking reciprocals reverses the order, and multiplication by the positive number $L$ gives

$$
\frac{L}{p_0}-L\le N_*\le\frac{L}{p_0}.
$$

The simple estimate

$$
N\simeq\frac{\ln(1/\alpha)}{p_0}
$$

therefore errs on the safe side, and by no more than $L$ trials. For $\alpha=0.05$ we have $L=\ln 20=2.9957$, so that

$$
N\simeq\frac{2.9957}{10^{-9}}=2.996\times10^9 .
$$

The unapproximated formula gives 2,995,732,273 trials after rounding up. The simple estimate before rounding is 2,995,732,273.55, while $N_*$ is 2,995,732,272.06. They differ by about one and a half trials, in agreement with the next term of the expansion: $-\ln(1-p_0)\simeq p_0+p_0^2/2$ leads to $N_*\simeq L/p_0-L/2$. No real experiment deserves so many digits, and "three billion" is the useful statement. Because $\ln 20$ is so close to 3, the result $N\simeq3/p_0$ is known as the rule of three.

If one full cycle of reset, write and read takes 100 ns, a round value chosen for this example, the test lasts

$$
2.996\times10^9\times100\ \text{ns}=299.6\ \text{s},
$$

or about five minutes.

### Why one billion trials are too few

It is tempting to argue that a device with $p=10^{-9}$ fails once in a billion trials, so that a billion clean trials prove it better than that. But one failure is the average number, and the actual number fluctuates. For small $p$,

$$
(1-p)^N=e^{N\ln(1-p)}\simeq e^{-Np},
$$

where the neglected part of the exponent is about $-Np^2/2$. For $N$ of order $1/p$ this is of order $p$ and can be dropped. With $N=10^9$ and $p=10^{-9}$ the probability of a clean run is $e^{-1}\simeq0.368$. More than a third of such tests on a device at the limit would end without a failure, and the confidence is just $1-0.368=0.632$. To push the chance of a lucky run down to 0.05, the expected number of failures at the limit, $Np_0$, must be raised from 1 to about 3.

### How the number scales

The relation $Np_0\simeq\ln(1/\alpha)$ contains two different scalings. At fixed confidence, $N$ is proportional to $1/p_0$. Lowering the limit by a factor of 1000, to $10^{-12}$, multiplies the test time by 1000. On a single cell with the same cycle time it becomes $3.0\times10^5$ s, about three and a half days. This supposes that the cell survives some three trillion cycles with $p$ unchanged, which wear may prevent in a real device.

Confidence is much cheaper. Replacing $\alpha$ by $\alpha^2$ doubles $\ln(1/\alpha)$, and so doubles $N$. Twice as many clean trials reduce the false-claim probability from 0.05 to $0.05^2=0.0025$.

The same relation can be read at fixed $N$. A device with $p=2p_0$ passes the original test with probability

$$
e^{-2Np_0}=\left(e^{-Np_0}\right)^2\simeq0.0025 .
$$

Thus the run that supports $p<10^{-9}$ with 95 percent confidence also supports the weaker claim $p<2\times10^{-9}$ with 99.75 percent confidence.

### Will a good device pass?

Three billion trials protect against a false claim. They do not ensure that a device which meets the limit will pass. With $Np_0\simeq2.9957$, a device of true error probability $p$ passes with probability

$$
P_0(p)\simeq e^{-Np}=e^{-2.9957\,p/p_0}.
$$

For $p=10^{-10}$, ten times better than the limit, the exponent is $-0.29957$ and the passing probability is 0.741. About one such device in four is turned away. For $p=10^{-11}$ the passing probability is 0.970.

To pass with probability 0.95, a device must satisfy $e^{-Np}\ge0.95$, or

$$
p\le\frac{-\ln0.95}{N}=1.71\times10^{-11}.
$$

This is about 58 times smaller than the limit. A failed test consequently does not show that $p\ge p_0$. It shows that this test has not demonstrated the contrary.

### Allowing one or two failures

A test can be made more forgiving by allowing up to $k$ failures, with $k$ chosen in advance. The probability of $j$ failures in $N$ independent trials is binomial:

$$
P(j)=\frac{N(N-1)\cdots(N-j+1)}{j!}\,p^j(1-p)^{N-j}.
$$

Let $N$ be large and $p$ small, with $\lambda=Np$ and $j$ of order one. The product $N(N-1)\cdots(N-j+1)$ has $j$ factors, each nearly $N$, so that together with $p^j$ it gives $\lambda^j$. The last factor tends to $e^{-\lambda}$. This is the Poisson limit,

$$
P(j)\simeq e^{-\lambda}\frac{\lambda^j}{j!}.
$$

The worst case is again $p=p_0$. To see this, give each trial a random number $u$, uniform between 0 and 1, and call the trial a failure if $u<p$. Raising $p$ with the same numbers $u$ can add failures but cannot remove any. The probability of at most $k$ failures therefore cannot increase with $p$. With $m=Np_0$, the required test size follows from

$$
e^{-m}\sum_{j=0}^{k}\frac{m^j}{j!}=\alpha .
$$

For $k=0$ this returns $m=\ln(1/\alpha)$. For $k=1$ the equation is $e^{-m}(1+m)=0.05$, and for $k=2$ the bracket becomes $1+m+m^2/2$. Solving these by numerical root finding gives:

| Failures allowed | $m=Np_0$ | Trials, in billions |
|---|---|---|
| 0 | 2.996 | 2.996 |
| 1 | 4.744 | 4.744 |
| 2 | 6.296 | 6.296 |

The longer test is kinder to good devices. If $\lambda=Np$ is small, the chance of rejection for $k=0$ is $1-e^{-\lambda}\simeq\lambda$. For $k=1$ it is

$$
1-e^{-\lambda}(1+\lambda)\simeq1-\left(1-\lambda+\frac{\lambda^2}{2}\right)(1+\lambda)\simeq\frac{\lambda^2}{2}.
$$

The terms linear in $\lambda$ cancel, and the quadratic ones add to $-\lambda^2+\lambda^2/2$ inside the product, which gives the result after the sign change. Rejection now needs two rare events instead of one. The value of $\lambda$ is not the same in the two tests, since the second is longer. For $p=p_0/10$ it is 0.300 for $k=0$ and 0.474 for $k=1$, and the unapproximated Poisson expressions give rejection probabilities of 0.259 and 0.083. At this size of $\lambda$ the estimate $\lambda^2/2=0.113$ is already too high.

The rule must be fixed before the data are seen, and $k$ cannot be raised afterwards without a loss of confidence. Suppose the tester plans for no failures, sees one in the first 2.996 billion trials, and then extends the run to 4.744 billion, accepting if no further failure appears. At $p=p_0$ the first stage alone produces a false claim with probability 0.05. The second route adds the probability of one failure in the first stage and none in the extension. With $m_0=2.9957$ and $m_1=4.7439$ this is

$$
m_0e^{-m_0}\,e^{-(m_1-m_0)}=m_0e^{-m_1}.
$$

The condition for $k=1$ supplies $e^{-m_1}=0.05/(1+m_1)=0.0087$, so the added probability is $2.9957\times0.0087\simeq0.026$. The total is about 0.076, and the procedure no longer has 95 percent confidence. A two-stage plan of this kind is legitimate if it is laid down in advance with both lengths chosen so that $e^{-m_0}+m_0e^{-m_1}=\alpha$, for example $m_0=3.5$ and $m_1=5.175$ for $\alpha=0.05$.

### Sharing the trials among many cells

Trials can be made in parallel on $M$ cells, with $n$ trials on each. The cells will have different error probabilities $p_i$. If all trials are independent once the cells are given, a clean test has probability

$$
P_0=\prod_{i=1}^{M}(1-p_i)^n=\exp\left[n\sum_{i=1}^{M}\ln(1-p_i)\right].
$$

The function $\ln(1-p)$ has second derivative $-1/(1-p)^2<0$, so it is concave: the average of its values is at most its value at the average. With $\bar p=\sum_ip_i/M$,

$$
\sum_{i=1}^{M}\ln(1-p_i)\le M\ln(1-\bar p),
\qquad\text{hence}\qquad
P_0\le(1-\bar p)^{Mn}.
$$

The right-hand side is the clean-run probability for $Mn$ trials on identical cells. Three billion trials in total therefore still suffice, but the claim now concerns the mean error probability of the cells tested.

As an example, let 10 cells out of 1000 have $p_i=10^{-7}$ and let the others never fail. The mean is $\bar p=10^{-9}$, at the limit. Each cell receives 2,995,733 trials. The bad cells together receive $2.996\times10^7$, with 2.996 expected failures, and the test is clean with probability $e^{-2.996}\simeq0.050$, as intended.

A bound on the mean is not a bound on each cell. If there were a single bad cell among the 1000, the expected number of failures would be 0.2996 and the test would pass with probability 0.741, although that cell is a hundred times worse than $p_0$.

### When three billion trials say little

Now draw one cell at random from a large population in which 1 percent of the cells have $p=10^{-7}$ and the rest never fail. The population mean is again $10^{-9}$. All three billion trials are made on the one cell. With probability 0.99 it is a good cell and the run is clean. With probability 0.01 it is a bad one, which would be expected to fail about 300 times, so that a clean run has the negligible probability $e^{-300}$. Altogether,

$$
P_0\simeq0.99+0.01\,e^{-300}\simeq0.99 .
$$

If the clean run were used to claim that the population mean is below $10^{-9}$, the claim would be false and would be made 99 times in 100. The trials are independent for a given cell, but as samples of the population they share one unknown $p$. The test remains valid for the cell that was tested. It has sampled the variation between cells once, not three billion times.

Correlation in time has a similar effect when it makes the failures come in clusters. As a limiting model, let the trials fall into blocks of $b$, with the same outcome throughout each block and independent outcomes in different blocks. A clean run of $N$ trials then has probability $(1-p)^{N/b}$, and the required number becomes $N\simeq bL/p_0$. Heat left by earlier pulses could introduce correlations, though not necessarily of this extreme form. A drifting pulse height is a different case. If the trials are independent once the drift is given, the concavity argument used for unequal cells applies, and the test still bounds the mean of $p$ over the trials actually made. The drift weakens a claim about the long-run mean of $p$, chiefly when it is so slow that the run samples few of its values.

Finally, the reading must be able to see the failures. If a write failure is detected with probability $d$, independently from trial to trial, and successful writes are never reported as failures, the probability of an observed failure is $dp$. The condition becomes $(1-dp_0)^N\le\alpha$, so that

$$
N\simeq\frac{\ln(1/\alpha)}{d\,p_0}.
$$

A reader that misses half of the failures doubles the length of the test. The opposite fault, a correct write reported as a failure, does not produce false claims under the zero-failure rule, but it makes good devices fail. For a test of this length to be passed with high probability, such false alarms must be expected much less than once in three billion readings.

Numerical values quoted here were computed with a short program.
